Phase Noise and Carrier Power of an Oscillator in a Phase-Locked Loop

**Problem**

A vortex-type magnetic tunnel junction oscillator delivers a signal of constant amplitude at 300 MHz. Thermal noise makes its phase wander, so that the free-running line has a full width at half maximum of 100 kHz. A phase-locked loop compares the oscillator with a reference and corrects its frequency in proportion to the phase error.

Let φ be the oscillator phase minus the reference phase. The reference is noiseless and the loop acts without delay, so

dφ = −Kφ dt + √(2D) dW.

Here dW is a random increment, independent of the past, with zero mean and variance dt. With K = 0 the phase variance grows as 2Dt, which fixes the convention for D. The loop corner frequency is K/2π = 500 kHz. The mean oscillator frequency is tuned to the reference; a constant error δω would shift the mean phase to δω/K without changing the fluctuations about it.

(a) What is the stationary phase variance?

(b) What fraction of the signal power remains in the sharp line at the reference frequency, and where is the rest?

(c) How do a sinusoidal phase detector, a loop delay of 30 ns and the noise of a real oscillator change the answers?

**First estimate by scaling**

The loop forgets a phase error after a time of about 1/K. During that time free diffusion builds up a variance

σ² ~ 2D × (1/K) = 2D/K.

For a small phase, the mean of cos φ is about 1 − σ²/2. The power in the steady part of the field is the square of this, about 1 − σ².

To get D, take the free field exp(iφ). Its phase change over a time t is Gaussian with variance 2D|t|. For a Gaussian variable X of zero mean and variance v, define f(a) = <exp(iaX)>. The density p obeys Xp = −v dp/dX, so integration by parts gives

df/da = i<X exp(iaX)> = iv ∫ p (ia) exp(iaX) dX = −av f.

Since f(0) = 1, f(a) = exp(−a²v/2), and at a = 1

<exp(iX)> = exp(−v/2).

The free field correlation is therefore exp(−D|t|). Its Fourier transform is 2D/(ω² + D²), with ω measured from the line centre. Half the peak is reached at ω = ±D, so the full width is 2D in angular frequency and Δf = D/π in hertz. Hence

D = π × 100 kHz = 3.14 × 10⁵ s⁻¹,
K = 2π × 500 kHz = 3.14 × 10⁶ s⁻¹.

The estimate is σ² ~ 0.2 rad², with about 80% of the power in the carrier. Scaling fixes the dependence on D/K but not the numerical factor.

**Exact solution: the variance**

Over a short step dt, expand the square of the new phase and average:

d<φ²> = 2<φ dφ> + <(dφ)²>.

The new increment dW is independent of the present φ, so the first term is −2K<φ²>dt. In the second, the noise contributes 2D dt; the other contributions are of higher order in dt. Thus

d<φ²>/dt = −2K<φ²> + 2D.

Starting from φ = 0,

<φ²> = (D/K)[1 − exp(−2Kt)].

The stationary variance, written s below, is

s = D/K = Δf/[2(K/2π)].

For the example s = 100/(2 × 500) = 0.100 rad², an rms phase of 0.316 rad or 18.1 degrees.

**Exact solution: the carrier**

For t > 0 the later noise is independent of φ(0). Multiplying the loop equation by φ(0) and averaging gives dC/dt = −KC for C(t) = <φ(t)φ(0)>. In the steady state, where C is even in time,

C(t) = s exp(−K|t|).

The equation is linear and its noise is Gaussian, so φ(t) − φ(0) is Gaussian too. Its variance is 2s − 2C(t). The Gaussian average then gives the field correlation

R(t) = <exp{i[φ(t) − φ(0)]}> = exp{−s[1 − exp(−K|t|)]}.

The sharp line is the part of the field that survives averaging over a long time T in the frame of the reference. Call that average m. Its mean power is

<|m|²> = (1/T²) ∫₀ᵀ dt ∫₀ᵀ dt′ R(t − t′).

R tends to exp(−s) at large separation, and the difference R − exp(−s) has a finite time integral. That difference contributes to <|m|²> an amount of order 1/T, which vanishes. The carrier fraction is therefore

P_c/P = exp(−s) = exp(−D/K).

The same result follows from the mean field, <exp(iφ)> = exp(−s/2), whose square is exp(−s). In the example the mean field amplitude is 0.951 and the carrier holds 0.905 of the power, a reduction of 0.43 dB.

**Exact solution: the remaining power**

Phase noise does not change the total power, since |exp(iφ)|² = 1. The missing 9.5% lies in a pedestal around the carrier. To find its shape, expand the inner exponential of R:

R(t) − exp(−s) = exp(−s) Σₙ≥₁ (sⁿ/n!) exp(−nK|t|).

Each decaying exponential transforms into a Lorentzian, so

S(ω) = exp(−s) Σₙ≥₁ (sⁿ/n!) 2nK/(ω² + n²K²).

With the measure dω/2π each Lorentzian has unit area. The total is exp(−s)[exp(s) − 1] = 1 − exp(−s), which accounts for all the power.

At the line centre the density relative to the carrier is

S(0)/exp(−s) = (2/K)(s + s²/4 + s³/18 + …).

For s = 0.1 the bracket is 0.1026. The density is 6.5 × 10⁻⁸ per hertz, or −71.9 dBc/Hz.

Two limits show what the loop does. For D ≪ K the carrier loses a fraction close to D/K, and the pedestal is nearly a single Lorentzian of half-width K. For K → 0 at fixed D and t, 1 − exp(−K|t|) tends to K|t|. Then R tends to exp(−D|t|): the carrier vanishes and the free-running line returns.

**Comparison of the two**

The estimate has the correct scaling, but its variance is twice the exact value: 0.2 against 0.1 rad². The reason is visible in the solution of the loop equation. A kick of age u survives with amplitude exp(−Ku), and its contribution to the variance with the square, exp(−2Ku). Adding all kicks gives

2D ∫₀^∞ exp(−2Ku) du = D/K.

The memory time of the variance is 1/(2K), not 1/K. This also explains most of the difference between the estimated carrier of 0.80 and the exact 0.905. The small-phase expansion matters more when the noise is strong: at D/K = 0.5 the expansion 1 − σ² gives 0.50 even with the correct variance, while the exact fraction is 0.61.

Two numerical tests at D/K = 0.1 did not use the stationary solution. The discretized equation for the probability density gave a variance of 0.09995 rad² and a carrier of 0.9049. A simulated phase record of length 40,000/K gave 0.1013 rad² and, by time averaging, 0.9036. For a Gaussian phase the covariance of φ² at two times is 2C², so the relative standard error of the record's variance is √(2/40,000) = 0.7%. The simulation multiplies φ by 1 − K dt at each step and adds a kick of variance 2D dt, so its own stationary variance is (D/K)/(1 − K dt/2). With K dt = 0.01 this accounts for 0.5% of the 1.3% excess; the remaining 0.8% is about one standard error.

**A sinusoidal detector**

Some phase detectors respond to sin φ rather than φ. Replace Kφ by K sin φ and let κ = K/D. With no mean frequency error there is no steady probability current, so

−K sin φ p − D dp/dφ = 0,
p(φ) ∝ exp(κ cos φ).

The average of cos φ over one turn is I₁(κ)/I₀(κ), where Iₙ is the modified Bessel function, and the carrier fraction is [I₁(κ)/I₀(κ)]². At κ = 10 this is 0.900 instead of 0.905. The linear law is a good approximation here because the phase stays mostly where sin φ ≈ φ.

The phase can now also slip by a full turn. Let T(φ) be the mean time to reach +2π or −2π. After a step dt, the time still needed is shorter by dt on average. Expanding T(φ + dφ) to first order in dt gives

D T″ − K sin φ T′ = −1, T(±2π) = 0.

Multiplication by exp(κ cos φ) makes the left side a total derivative:

D[exp(κ cos φ) T′]′ = −exp(κ cos φ).

By symmetry T′(0) = 0. Define G(φ) = ∫₀^φ exp(κ cos y) dy. Two integrations give

T(0) = (1/D) ∫₀^{2π} exp(−κ cos φ) G(φ) dφ.

The weight exp(−κ cos φ) is unchanged by φ → 2π − φ, and G(φ) + G(2π − φ) = G(2π) = 2πI₀(κ). Thus G may be replaced by half that sum, πI₀(κ). The remaining integral is 2πI₀(κ), so

T(0) = 2π²I₀²(κ)/D.

For the example, with white noise and no frequency error, this is 498 s, or about one slip every eight minutes. A frequency error favours slips in one direction and shortens this time steeply: a constant error of 0.1K already brings it down to about 50 s. Slow frequency noise acts in a similar way, so a real oscillator can slip far more often than this formula suggests. A completed slip leaves exp(iφ) unchanged, but it matters to a device that counts cycles.

**A loop delay**

Suppose the correction uses the phase at time t − τ:

dφ = −Kφ(t − τ) dt + √(2D) dW.

A constant variance requires −2KC(τ) + 2D = 0, so C(τ) = D/K. For t > 0, C′(t) = −KC(t − τ). Because C is even, this reads C′(t) = −KC(τ − t) for 0 < t < τ. Differentiating once more,

C″(t) = KC′(τ − t) = −K²C(−t) = −K²C(t).

The initial slope is C′(0⁺) = −KC(τ) = −D. With σ² = C(0),

C(t) = σ² cos Kt − (D/K) sin Kt.

Setting t = τ and using C(τ) = D/K gives

σ² = (D/K)(1 + sin Kτ)/cos Kτ, Kτ < π/2.

The variance diverges at Kτ = π/2, where the loop becomes unstable. With τ = 30 ns, Kτ = 0.094 and the variance rises by a factor 1.099.

With D and τ held fixed, the loop corner changes the result as follows:

- 100 kHz: carrier 0.607 without delay, 0.601 with delay.
- 500 kHz: carrier 0.905 without delay, 0.896 with delay.
- 2000 kHz: carrier 0.975 without delay, 0.964 with delay.

More gain does not help indefinitely. Put θ = Kτ, so that σ² = Dτ(1 + sin θ)/(θ cos θ). Its logarithmic derivative is

cos θ/(1 + sin θ) + tan θ − 1/θ = 1/cos θ − 1/θ,

because cos θ/(1 + sin θ) = (1 − sin θ)/cos θ. The derivative is negative for θ < cos θ and positive beyond, so the minimum lies at θ = cos θ, or θ = 0.739. For 30 ns this is a corner of 3.9 MHz, with a variance of 0.029 rad² and a carrier of 0.972. The law without delay would promise 99% at 4.97 MHz; with the delay that setting gives 0.970. In this model, a 99% carrier requires a shorter delay or a smaller D.

This optimum assumes white noise and an oscillator whose frequency follows the correction at once. If the correction acts through the oscillation amplitude, the frequency lags by the amplitude relaxation time. For the 5 MHz relaxation rate used below, that time is 32 ns, as long as the delay itself. At the 500 kHz corner such a lag adds about as much variance as the delay does, and it moves the best corner well below 3.9 MHz. The value 3.9 MHz is therefore not a design rule for a real device.

**The noise of a real oscillator**

In a magnetic oscillator the frequency depends on amplitude. Let the relative amplitude deviation a relax at rate Γ under noise of strength D₀, and let it add νΓa to the phase velocity. Direct phase noise, independent of the amplitude noise, has the same strength D₀. At frequencies far below Γ, νΓa follows the amplitude noise multiplied by ν, so D = D₀(1 + ν²).

In the steady state <a²> = D₀/Γ. With x = νΓa, <x²> = ν²ΓD₀. The balances for <xφ> and <φ²> are

(Γ + K)<xφ> = <x²>,
K<φ²> = D₀ + <xφ>.

Therefore

σ² = (D₀/K)[1 + ν²Γ/(Γ + K)].

For ν = 2 and Γ/2π = 5 MHz the variance is 0.927 of D/K: the coupled noise is too slow to count fully as white. The amplitude variance is 0.002, so amplitude noise itself carries only about 0.2% of the power.

Slow frequency noise acts the other way. Let the frequency-noise spectrum be 2D(1 + ω_c/|ω|). The loop divides it by ω² + K², and the second term adds

(2Dω_c/π) ∫ dω/[ω(ω² + K²)] = [Dω_c/(πK²)] ln(1 + K²/ω_min²),

where the integral runs from ω_min to infinity and follows from 1/[ω(ω² + K²)] = (1/K²)[1/ω − ω/(ω² + K²)]. Relative to D/K the excess is (ω_c/πK) ln(1 + K²/ω_min²). A corner ω_c/2π of 10 kHz and a lower limit of 1 Hz, for an observation of 1 s, give 16.7%. The excess grows logarithmically with observation time, so this first-order loop has no finite stationary variance if the 1/|ω| law continues to zero frequency.

Receiver noise is much smaller. For signal power P, temperature T₀ and noise factor F, the phase reading has a two-sided noise density k_BT₀F/(2P). The loop passes it with the factor K²/(ω² + K²), whose integral over dω/2π is K/2. The added variance, Kk_BT₀F/(4P), is 6.5 × 10⁻⁸ rad² for 0.1 μW, 300 K and F = 2.

The frequency, linewidth, output power, amplitude relaxation and flicker corner used here are rough typical values for vortex oscillators; individual devices can differ severalfold. The loop corner and delay are design choices. Real devices break the assumption of white frequency noise, and flicker is the largest single correction in this example. Delay, amplitude coupling and flicker together raise the linear-loop variance from 0.100 to 0.119 rad² and lower the carrier from 0.905 to 0.888. These totals assume that the frequency follows the correction at once; a correction acting through the amplitude would add about 0.01 rad² more. Here 100 kHz is the width due to white noise alone. With the flicker assumed above, the free-running line observed for 1 s would be about 200 kHz wide. For a real device D must therefore be found from the flat part of the frequency-noise spectrum, not from the full measured width.

The numerical output below lists the inputs and the main results.

Computed values

```
TESTS at D/K = 0.1
Fokker-Planck: variance 0.09995 rad^2, carrier 0.90489
Long record: variance 0.1013 rad^2, carrier 0.9036
INPUTS (rough typical values)
Oscillator frequency: 300 MHz
Free linewidth (full width): 100 kHz
Loop corner K/2pi: 500 kHz
Loop delay: 30 ns
Amplitude relaxation Gamma/2pi: 5 MHz; coupling nu: 2
Flicker corner: 10 kHz; observation time: 1 s
Output power: 0.1 uW; temperature: 300 K
Receiver noise factor: 2
IDEAL LOOP
D: 3.1416e+05 1/s
K: 3.1416e+06 1/s
Loop corner / oscillator frequency: 0.00167
Phase variance D/K: 0.1000 rad^2
Rms phase: 0.3162 rad = 18.12 degrees
Mean field amplitude exp(-D/2K): 0.9512
Carrier power fraction: 0.9048 = -0.434 dB
Pedestal power fraction: 0.0952
Pedestal density at line centre: -71.85 dBc/Hz
NEGLECTED EFFECTS
Sinusoidal detector, carrier fraction: 0.8998
Phase slips: 2.007e-03 1/s, one per 498 s
K*delay: 0.0942; variance factor from delay: 1.0990
Variance factor from amplitude coupling: 0.9273
Relative amplitude variance: 0.0020
Relative excess variance from flicker: 0.1671
Receiver-noise variance: 6.51e-08 rad^2
Delay+coupling+flicker: variance factor 1.1854
Delay+coupling+flicker: variance 0.1185 rad^2
Delay+coupling+flicker: carrier fraction 0.8882
LOOP CORNER (kHz), D/K (rad^2), carrier; with delay: variance, carrier
100, 0.5000, 0.6065; 0.5095, 0.6008
500, 0.1000, 0.9048; 0.1099, 0.8959
2000, 0.0250, 0.9753; 0.0368, 0.9639
DESIGN LIMIT
Ideal loop corner for 99% carrier: 4.975 MHz
Carrier at that corner with delay: 0.9698
Best K*delay: 0.739
Best loop corner with delay: 3.92 MHz
Least variance with delay: 0.0289 rad^2
Best carrier fraction with delay: 0.9715
```
